# Zero-temperature conductance of a tunnel junction in series with a resistor

## First half: from the circuit to the current

A tunnel junction between two normal conductors has capacitance $C$ and tunnel resistance $R_T$. It is in series with a resistor $R$ and an ideal source of voltage $V>0$. Everything is at temperature $T=0$ until part (f). Electrons tunnel rarely, so the rates are calculated to lowest order in tunnelling. This requires $R_T$ to be large against both $R$ and the resistance quantum $R_K=h/e^2$. The mean current then drops little voltage across $R$, and the mean junction voltage is taken as $V$.

The question is how the resistor changes the differential conductance $G=dI/dV$ at small $V$. We take $e>0$ and write $k_B$ for Boltzmann's constant.

### (a) What does one tunnelling event do to the circuit?

*Let $U(t)$ be the junction voltage. Define its fluctuating phase and charge, and find the operator that must accompany an electron transfer.*

**Solution.** The mean voltage is separated from the fluctuation:

$$
\varphi(t)=\frac{e}{\hbar}\int^t dt'\,[U(t')-V],\qquad Q=C(U-V).
$$

The flux $\Phi=\hbar\varphi/e$ is the coordinate of the capacitor. Its kinetic energy is $C\dot\Phi^2/2$, so its momentum is $C\dot\Phi=Q$. From $[\Phi,Q]=i\hbar$ follows

$$
[\varphi,Q]=ie .
$$

In the expansion of $e^{i\varphi}Qe^{-i\varphi}$ in nested commutators, the first commutator is a number, so all later ones vanish:

$$
e^{i\varphi}Qe^{-i\varphi}=Q+i[\varphi,Q]=Q-e .
$$

Multiplication from the left by $e^{-i\varphi}$ gives $Qe^{-i\varphi}=e^{-i\varphi}(Q-e)$. Acting on a state of charge $q$, the operator $e^{-i\varphi}$ therefore produces a state of charge $q-e$. We call a transfer forward when it removes $e$ from the capacitor in this way. The tunnelling Hamiltonian is

$$
H_T=\sum_{k,q}t_{kq}\,c_q^\dagger c_k\,e^{-i\varphi-ieVt/\hbar}+\text{h.c.},
$$

where $k$ and $q$ label states on the two sides, with energies measured from their own Fermi levels. The factor $e^{-ieVt/\hbar}$ comes from the mean voltage. It supplies the energy $eV$ to a forward transfer.

After the event the capacitor is out of equilibrium by one electron charge, and the source recharges it through $R$. We assume that this is finished before the next event.

### (b) How does the current depend on the energy taken by the circuit?

*Apply the golden rule. Separate the electrons from the circuit, then specialize to $T=0$.*

**Solution.** Let $|r\rangle$ and $|r'\rangle$ be circuit states with energies $E_r$ and $E_{r'}$, and let $p_r$ be the initial occupation. The forward rate is

$$
\Gamma=\frac{2\pi}{\hbar}\sum_{k,q}|t_{kq}|^2 f(\epsilon_k)[1-f(\epsilon_q)]\sum_{r,r'}p_r|\langle r'|e^{-i\varphi}|r\rangle|^2\,
\delta(\epsilon_k+eV+E_r-\epsilon_q-E_{r'}),
$$

with $f$ the Fermi function. The circuit enters through the probability density for receiving energy $E$,

$$
P(E)=\sum_{r,r'}p_r|\langle r'|e^{-i\varphi}|r\rangle|^2\,\delta(E+E_r-E_{r'}).
$$

It is non-negative. Because $e^{-i\varphi}$ is unitary, $\int P(E)\,dE=1$.

Let the densities of states and the mean $|t_{kq}|^2$ be constant over the energies involved. The constants then combine into one factor, which we call $1/(e^2R_T)$:

$$
\Gamma=\frac{1}{e^2R_T}\int dE_1\,dE_2\,f(E_1)[1-f(E_2)]\,P(E_1+eV-E_2).
$$

At $T=0$ we need $E_1<0$ and $E_2>0$. For a given $x=E_2-E_1>0$, the energy $E_1$ ranges over an interval of length $x$. Therefore

$$
\Gamma=\frac1{e^2R_T}\int_0^\infty dx\,x\,P(eV-x).
$$

A circuit in its ground state can give no energy away, so $P(E)=0$ for $E<0$. This restricts $x$ to $x\le eV$. The backward rate contains $P(-eV-x)$ and vanishes. With $E=eV-x$ the current $I=e\Gamma$ is

$$
I=\frac1{eR_T}\int_0^{eV}(eV-E)P(E)\,dE .
$$

In the derivative with respect to $V$ the upper limit contributes nothing, because the integrand vanishes there. The factor $eV-E$ contributes $e$. Hence

$$
G=\frac{N(eV)}{R_T},\qquad N(E)=\int_0^E P(E')\,dE',
$$

where $N$ includes any finite weight at $E=0$. The ratio $G R_T$ is the probability that the circuit would take less than $eV$ from a transfer.

Without a resistor the circuit takes nothing. Then $P(E)=\delta(E)$, and $I=V/R_T$, which confirms the meaning of $R_T$.

### (c) What is $P(E)$ for a resistor and a capacitor?

*Write $P(E)$ as a time integral. Evaluate the average for harmonic modes, and find the weight of each mode from a classical discharge.*

**Solution.** We insert

$$
\delta(E+E_r-E_{r'})=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{i(E+E_r-E_{r'})t/\hbar}
$$

into $P(E)$. The squared matrix element is $\langle r|e^{i\varphi}|r'\rangle\langle r'|e^{-i\varphi}|r\rangle$. The factor $e^{i(E_r-E_{r'})t/\hbar}$ turns the first operator into its Heisenberg form at time $t$. The sum over $r'$ is then a sum over a complete set, so

$$
P(E)=\frac1{2\pi\hbar}\int dt\,e^{iEt/\hbar}\langle e^{i\varphi(t)}e^{-i\varphi(0)}\rangle .
$$

*One mode.* A linear circuit is a set of harmonic modes; a resistor is a dense set of them. Let one mode contribute $\varphi=\kappa(a+a^\dagger)$ with frequency $\omega$, so that $\varphi(t)=\kappa(ae^{-i\omega t}+a^\dagger e^{i\omega t})$. If $[A,B]$ is a number, $e^Ae^B=e^{A+B}e^{[A,B]/2}$. This gives

$$
e^{i\varphi(t)}e^{-i\varphi(0)}=e^{i[\varphi(t)-\varphi(0)]}\,e^{[\varphi(t),\varphi(0)]/2},
$$

$$
\tfrac12[\varphi(t),\varphi(0)]=\tfrac12\kappa^2(e^{-i\omega t}-e^{i\omega t})=-i\kappa^2\sin\omega t .
$$

The remaining exponent has the form $iX$ with $X=za+z^*a^\dagger$ and $z=\kappa(e^{-i\omega t}-1)$. The same identity gives

$$
e^{iX}=e^{iz^*a^\dagger}e^{iza}e^{-|z|^2/2}.
$$

In the ground state the first two factors average to one. Since $|z|^2=2\kappa^2(1-\cos\omega t)$, the two exponents add to

$$
\kappa^2(\cos\omega t-1-i\sin\omega t)=\kappa^2(e^{-i\omega t}-1).
$$

Independent modes multiply their averages, so the correlation function is $e^{J(t)}$ with

$$
J(t)=\sum_j\kappa_j^2(e^{-i\omega_jt}-1).
$$

*The weights.* A current $I_s(t)$ injected into the junction node adds $-\Phi I_s$ to the Hamiltonian. For one mode, $\Phi=(\hbar\kappa/e)(a+a^\dagger)$. Heisenberg's equation gives

$$
\dot a=-i\omega a+\frac{i\kappa}{e}I_s .
$$

For $b=a+a^\dagger$ this means $\dot b=-i\omega(a-a^\dagger)$, because the source terms cancel. A second derivative gives

$$
\ddot b=-i\omega\left[-i\omega b+\frac{2i\kappa}{e}I_s\right]=-\omega^2b+\frac{2\omega\kappa}{e}I_s,
\qquad
\ddot\Phi+\omega^2\Phi=\frac{2\hbar\omega\kappa^2}{e^2}I_s .
$$

Let the current be a sudden pulse that deposits a charge $q_0$. The voltage change $\dot\Phi$ jumps to $(2\hbar\omega\kappa^2/e^2)q_0$ and then varies as $\cos\omega t$. The sum over modes must equal the discharge of the real circuit. For voltage changes an ideal source is a short circuit, so $C$ discharges through $R$:

$$
\sum_j\frac{2\hbar\omega_j\kappa_j^2}{e^2}\cos\omega_jt=\frac1Ce^{-t/\tau},\qquad t>0,\quad \tau=RC .
$$

The exponential has the cosine representation

$$
\frac1Ce^{-t/\tau}=\frac2\pi\int_0^\infty d\omega\,\frac{R}{1+\omega^2\tau^2}\cos\omega t .
$$

To check it, the inverse transform is $\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\tau/(1+\omega^2\tau^2)$, and $\tau/C=R$. Comparison gives the weight per unit frequency,

$$
\kappa^2(\omega)=\frac{e^2}{\pi\hbar\omega}\,\frac{R}{1+\omega^2\tau^2}
=\frac{2}{R_K\omega}\,\frac{R}{1+\omega^2\tau^2},
$$

because $e^2/(\pi\hbar)=2e^2/h$. The last fraction is the real part of the impedance of $R$ and $C$ in parallel,

$$
\mathrm{Re}\,Z_t(\omega)=\mathrm{Re}\,\frac1{1/R+i\omega C}=\frac R{1+\omega^2\tau^2}.
$$

The elements are in series for the dc current and in parallel for a charge placed on the junction. Another linear circuit changes $\mathrm{Re}\,Z_t$ and nothing else in this argument. With the dimensionless number $\alpha=2R/R_K$,

$$
J(t)=\alpha\int_0^\infty\frac{d\omega}{\omega}\,\frac{e^{-i\omega t}-1}{1+\omega^2\tau^2}.
$$

This identification of a resistor with many oscillators can be tested directly. A capacitor was coupled to 1200 oscillators with spacing $0.04/\tau$, and the normal modes were found by diagonalization. For $\alpha=0.7748$ and $t/\tau=0.3,1,3,8$, the mode sum agrees with the integral for $J$ within an absolute error of 0.012. The sum includes the one zero-frequency mode of the finite system, which contributes the $\omega\to0$ limit of its term, linear in $t$; without it the error at $t/\tau=8$ is 0.12. The finite band limits the agreement: doubling the band halves the error, while halving the spacing does not reduce it.

The integral shows why low frequencies matter. At a fixed resistance the weight of soft modes grows as $1/\omega$. A sudden shift of charge excites many modes of small energy, and the chance that the circuit takes almost nothing becomes small. The next half determines how small.

## Second half: the low-voltage law and a silicide contact

The symbols carried over are $\tau=RC$, $\alpha=2R/R_K$ and $R_K=h/e^2$. The circuit takes energy $E$ from a transfer with probability density $P(E)$, which vanishes for $E<0$ at $T=0$. The conductance and the correlation exponent are

$$
G=\frac{N(eV)}{R_T},\quad N(E)=\int_0^EP(E')dE',\quad
J(t)=\alpha\int_0^\infty\frac{d\omega}{\omega}\frac{e^{-i\omega t}-1}{1+\omega^2\tau^2},
$$

and $e^{J(t)}=\int_0^\infty P(E)e^{-iEt/\hbar}dE$. We also use the scaled energy $\varepsilon=E\tau/\hbar$, which at $E=eV$ is the scaled voltage.

### (d) How does $G$ depend on $V$ as $V\to0$?

*Find an integral equation for $P(E)$ from the time derivative of $e^J$, and bound the logarithmic slope of $G$.*

**Solution.** First, $e^{J(t)}$ vanishes at long times. With $y=\omega\tau$ and $x=|t|/\tau$,

$$
-\mathrm{Re}\,J=\alpha\int_0^\infty dy\,\frac{1-\cos xy}{y(1+y^2)}
\ge\frac\alpha2\int_0^1dy\,\frac{1-\cos xy}{y}
=\frac\alpha2\int_0^xdu\,\frac{1-\cos u}{u}.
$$

The last integral diverges logarithmically, since the cosine term converges at large $u$. Thus $e^J\to0$, and $P$ has no finite weight at $E=0$. Elastic transfer has zero probability at $T=0$.

The derivative of $J$ is

$$
\frac{dJ}{dt}=-i\alpha\int_0^\infty d\omega\,\frac{e^{-i\omega t}}{1+\omega^2\tau^2}.
$$

We multiply $de^J/dt=(dJ/dt)e^J$ by $e^{iEt/\hbar}$ and integrate over $t$. On the left we integrate by parts; the boundary terms vanish, and

$$
\int dt\,e^{iEt/\hbar}\frac{de^J}{dt}=-\frac{iE}{\hbar}\int dt\,e^{iEt/\hbar}e^J=-2\pi iE\,P(E).
$$

On the right, the factor $e^{-i\omega t}$ shifts the energy by $\hbar\omega$:

$$
-i\alpha\int_0^\infty d\omega\,\frac{2\pi\hbar\,P(E-\hbar\omega)}{1+\omega^2\tau^2}.
$$

Division by $-2\pi i$ and the substitution $E'=E-\hbar\omega$ give

$$
E\,P(E)=\alpha\int_0^EdE'\,\frac{P(E')}{1+[(E-E')\tau/\hbar]^2}.
$$

The lower limit is zero because $P$ vanishes at negative energy. In this range the denominator lies between $1$ and $1+\varepsilon^2$. Since $P\ge0$,

$$
\frac{\alpha N(E)}{1+\varepsilon^2}\le E\,P(E)\le\alpha N(E).
$$

To divide by $N$ we need $N(E)>0$ for every $E>0$. The upper bound says $dN/dE\le\alpha N/E$, so $NE^{-\alpha}$ cannot increase with $E$. If $N$ vanished at some $E_0>0$, it would vanish at all higher energies. That contradicts $N(\infty)=1$.

Because $d\ln G/d\ln V=E\,P(E)/N(E)$ at $E=eV$, we obtain

$$
\frac{\alpha}{1+\varepsilon^2}\le\frac{d\ln G}{d\ln V}\le\alpha .
$$

As $V\to0$ both bounds meet at $\alpha$. A pure power also needs a finite, nonzero coefficient. From the bounds,

$$
-\frac{\alpha\varepsilon^2}{1+\varepsilon^2}\le\frac{d\ln(N\varepsilon^{-\alpha})}{d\ln\varepsilon}\le0 .
$$

The integral of $\varepsilon'^2/(1+\varepsilon'^2)$ over $d\ln\varepsilon'$ from $0$ to $\varepsilon$ is $\frac12\ln(1+\varepsilon^2)$. It is finite, so $N\varepsilon^{-\alpha}$ has a finite positive limit $A$ as $\varepsilon\to0$, and

$$
A\,\varepsilon^\alpha(1+\varepsilon^2)^{-\alpha/2}\le N\le A\,\varepsilon^\alpha .
$$

Therefore

$$
G\propto V^{2R/R_K}=V^{2Re^2/h}.
$$

The conductance vanishes for any $R>0$. Integration of $G$ gives $I\propto V^{1+\alpha}$ and $I/V\to G/(1+\alpha)$.

The slope was computed from the Fourier integral at $\varepsilon=0.05$. It is 0.2320, 0.7740 and 2.3236 for $R=3$, 10 and 30 kΩ, where $\alpha$ is 0.2324, 0.7748 and 2.3244.

The result depends on $\mathrm{Re}\,Z_t$ staying equal to $R$ down to zero frequency. Suppose instead that it falls to zero so that $\int d\omega\,\mathrm{Re}\,Z_t/\omega$ converges. Then $J$ has a finite long-time limit $J_\infty$, elastic transfer keeps the weight $e^{J_\infty}$, and $G$ tends to $e^{J_\infty}/R_T$ instead of zero.

### (e) What is the coefficient?

*Use imaginary time to determine $A$.*

**Solution.** The integral $\int_0^\infty P(E)e^{-iEt/\hbar}dE$ converges for $\mathrm{Im}\,t\le0$, and so does the integral for $J$. We may set $t=-is$ with $s>0$:

$$
\int_0^\infty P(E)e^{-Es/\hbar}dE=e^{J(-is)},\qquad
J(-is)=-\alpha\int_0^\infty dy\,\frac{1-e^{-xy}}{y(1+y^2)},\quad x=\frac s\tau .
$$

For large $x$ we split the integral at $y=1$. Below it, $1/[y(1+y^2)]=1/y-y/(1+y^2)$. The terms with $e^{-xy}$ vanish as $x\to\infty$, except in the $1/y$ part. The other terms are

$$
-\int_0^1\frac{y\,dy}{1+y^2}=-\frac{\ln2}2,\qquad
\int_1^\infty\frac{dy}{y(1+y^2)}=\left[\ln\frac{y}{\sqrt{1+y^2}}\right]_1^\infty=\frac{\ln2}2 ,
$$

and they cancel. The $1/y$ part, integrated by parts, is

$$
\int_0^x\frac{1-e^{-u}}u\,du=(1-e^{-x})\ln x-\int_0^xe^{-u}\ln u\,du\to\ln x+\gamma ,
$$

where $\gamma=-\int_0^\infty e^{-u}\ln u\,du$ is Euler's constant. So $e^{J(-is)}\to e^{-\alpha\gamma}(s/\tau)^{-\alpha}$.

On the other side, integration by parts and the substitution $v=Es/\hbar$ give

$$
\int_0^\infty P(E)e^{-Es/\hbar}dE=\int_0^\infty N(\hbar v/s)\,e^{-v}dv\to A\left(\frac\tau s\right)^\alpha\int_0^\infty v^\alpha e^{-v}dv .
$$

The limit may be taken inside because $N\le A\varepsilon^\alpha$. The last integral is $\Gamma(1+\alpha)$, and comparison gives

$$
A=\frac{e^{-\alpha\gamma}}{\Gamma(1+\alpha)},\qquad
G\to\frac{1}{R_T}\,\frac{e^{-\alpha\gamma}}{\Gamma(1+\alpha)}\left(\frac{eVRC}{\hbar}\right)^{2Re^2/h}.
$$

For $R\to0$ at fixed $V$ this returns $G=1/R_T$. The capacitance sets the voltage scale $\hbar/(eRC)$ but not the exponent.

### (f) What does a small temperature change?

*Find $G$ at $T>0$ and its behaviour at $V=0$.*

**Solution.** A mode in thermal equilibrium is still Gaussian, with $\langle X^2\rangle=|z|^2\coth(\hbar\omega/2k_BT)$. In $J$, therefore, $\cos\omega t-1$ acquires this factor and $-i\sin\omega t$ does not.

For the electrons we need $g(x)=\int dE\,f(E)[1-f(E+x)]$. The reverse product $f(E+x)[1-f(E)]$ is smaller by $e^{-x/k_BT}$, and the difference of the two products is $f(E)-f(E+x)$, whose integral is $x$. So

$$
g(x)=\frac{x}{1-e^{-x/k_BT}}=\frac x2+h(x),\qquad h(x)=\frac x2\coth\frac{x}{2k_BT}.
$$

The forward rate contains $g(eV-E)$ and the backward rate $g(-eV-E)$. Since $h$ is even, their difference is $eV+h(E-eV)-h(E+eV)$, and

$$
R_TG=1-\int dE\,P(E)\,[h'(E+eV)+h'(E-eV)].
$$

The derivative $h'$ has the representation

$$
h'(x)=\frac1\pi\int_0^\infty dt\,\frac{t\,b^2}{\sinh^2bt}\,\sin\frac{xt}\hbar,\qquad b=\frac{\pi k_BT}\hbar .
$$

To verify it, set $b=\hbar=1$ and use $1/\sinh^2t=4\sum_{n\ge1}ne^{-2nt}$. The right side becomes $(16/\pi)\sum n^2x/(4n^2+x^2)^2$. The pole expansion $\frac x2\coth\frac{\pi x}2=\frac1\pi[1+\sum2x^2/(x^2+4n^2)]$ has the same derivative. The two sines add to $2\sin(Et/\hbar)\cos(eVt/\hbar)$, and $\int P\sin(Et/\hbar)dE=-\mathrm{Im}\,e^J$. Hence

$$
R_TG=1+\frac2\pi\int_0^\infty dt\,\frac{t\,b^2}{\sinh^2bt}\,\mathrm{Im}\,e^{J(t)}\cos\frac{eVt}\hbar .
$$

At $V=0$ and $k_BT\ll\hbar/\tau$, times of order $\hbar/k_BT$ matter. With $u=\hbar\omega/k_BT$, the integrand of $J$ depends only on $u$ and $k_BTt/\hbar$, apart from the cutoff near $u=\hbar/(k_BT\tau)$. At large $u$ the hyperbolic cotangent is one, and the term $-1$ contributes $-\alpha\int du/u$ up to the cutoff. This gives $\alpha\ln(k_BT\tau/\hbar)$; the rest of $J$ depends only on $k_BTt/\hbar$. So $e^J$ is $(k_BT\tau/\hbar)^\alpha$ times a function of $k_BTt/\hbar$, and $k_BT\,P(E)$ is the same power times a function of $E/k_BT$. The weight $1-2h'(E)$ confines $E$ from above to a few $k_BT$, and the thermal population confines it from below. Thus $G\propto T^\alpha$. The computed exponent between $k_BT\tau/\hbar=0.001$ and 0.002 is 0.7748 for $\alpha=0.7748$.

### (g) How large is the effect in a small NiSi contact?

*Take a 50 nm by 50 nm contact to n-type silicon with $2\times10^{19}$ donors per cm³, in series with a 10 kΩ film. Find $G$ near 0.1 mV, and size what was neglected.*

**Solution.** Rough inputs are a barrier of 0.65 eV and a contact resistivity of $10^{-5}$ Ω cm². A WKB estimate for this barrier and doping, for a (100) surface and a parabolic band, gives 1 to $3\times10^{-5}$ Ω cm² at 300 K (with and without image force) and four to five times more at $T=0$. The estimate is sensitive to its assumptions: a two-band dispersion in the gap or a (111) surface moves the 300 K value between 0.5 and $8\times10^{-5}$ Ω cm² and the $T=0$ value between $10^{-5}$ and $6\times10^{-4}$ Ω cm². So $R_T$ in the cold may be several times, or even tens of times, the value used here. This leaves $R_TG$ unchanged, but $G$ itself, the dc drop and the summed transmission scale as $1/R_T$. The silicon Fermi energy is 25.4 meV for six valleys of mass $0.32\,m_e$, so the bands bend by 0.675 eV. With $\epsilon=11.7\,\epsilon_0$ and donor density $n_D$, the depletion width is $W=\sqrt{2\epsilon(0.675\ \mathrm V)/(en_D)}=6.61$ nm. Then

$$
C=\frac{\epsilon\times\text{area}}{W}=0.0392\ \text{fF},\qquad
R_T=\frac{10^{-5}\ \Omega\,\text{cm}^2}{2.5\times10^{-11}\ \text{cm}^2}=400\ \text{k}\Omega ,
$$

$\hbar/RC=1.680$ meV and $\alpha=20/25.81=0.775$. At 0.1 mV, $\varepsilon=0.0595$ and

$$
R_TG\simeq0.691\times0.0595^{0.775}=0.078 ,
$$

or $G=0.19$ µS. The full integrals give the values below. The last digits serve only to compare the two temperatures; the rough inputs do not justify them for a real contact.

| $V$ (mV) | $R_TG$, 0 K | slope | $R_TG$, 50 mK |
|---|---|---|---|
| 0.01 | 0.01305 | 0.775 | 0.01544 |
| 0.10 | 0.07765 | 0.774 | 0.07753 |
| 1.00 | 0.43954 | 0.681 | 0.43952 |

At 50 mK, $k_BT=4.3$ µeV. It raises $G$ by 18 % at 0.01 mV and changes it by −0.15 % at 0.1 mV.

Stray capacitance matters more. Let the film have 0.06 fF to ground, spread along its length. With position measured in units of the film length, its voltage obeys $u''=q^2u$, where $q^2=i\omega RC_s$, $C_s$ is the stray capacitance and $u=0$ at the source, so its admittance is $q\coth q/R$. This tends to $1/R$ at low frequency and leaves $\alpha$ unchanged. Repeating part (e) with the new $\mathrm{Re}\,Z_t$ multiplies the coefficient by 1.33. The factor depends strongly on the assumed stray capacitance: 0.2 fF gives 1.9 and 0.6 fF gives 3.3. The plate formula for $C$ also omits the depletion region around the contact edge. A two-dimensional Poisson solution for a flat contact on a neutral surface adds about $0.6\,\epsilon$ per unit edge length. With corners ignored this gives $C\approx0.052$ fF, a third more, and by itself it raises $G$ by about 25 %. Together with the 0.06 fF of stray capacitance the factor is about 1.55, less than the product of the two. Spreading resistance in the silicon at a mobility of 100 cm²/Vs is about 280 Ω for an equipotential disc of the same area and about 295 Ω for uniform injection through the square. It raises $\alpha$ to 0.796 or 0.798 and lowers $G$ at 0.1 mV by about 6 %.

Other effects at 0.1 mV are smaller. The dc drop is 0.11 % of $V$, and $eV$ is 0.39 % of the Fermi energy. For a parabolic barrier of height $\phi$ above the band edge, the tunnelling exponent of an electron at the band edge is $\phi/E_{00}$, with $E_{00}=(e\hbar/2)\sqrt{n_D/(m\epsilon)}$. The ratio $eV/E_{00}$, which measures the lowering of the barrier by the bias, is 0.18 % for mass $0.19\,m_e$ and 0.40 % for $0.92\,m_e$. For an electron whose energy of motion normal to the contact is near the Fermi energy, the transmission varies 2.3 times faster with energy, by 0.42 % and 0.92 % over 0.1 meV. The sum over all channels, which is what part (b) takes as constant, varies by 0.66 % and 1.07 %. Disorder and electron repulsion also reduce the density of states near the Fermi level. The whole reduction may be several percent, but its nearly constant part only rescales $R_T$. For the variation over 0.1 meV, an order-of-magnitude estimate with unit coupling, not derived here, gives 0.4 %. It assumes weak disorder, which is marginal here because the Fermi wave number times the mean free path is only about 1.4.

Contacts in present transistors are far from this case. Their resistivity is roughly $10^{-8}$ Ω cm² or less, which for this area means $R_T$ of about 400 Ω or less. That breaks the assumption of weak tunnelling, and the formula does not apply. Without a resistor beside the junction, leads of roughly 100 Ω would give $\alpha\approx0.008$. For the example itself at 300 K, the model gives $R_TG=0.974$, a reduction of 2.6 %. This indicates only the order of size: at 300 K, $k_BT$ is about equal to the Fermi energy and the electrons that carry the current have on average roughly 90 meV (70 to 115 meV, depending on surface orientation and band model) of kinetic energy in the direction normal to the contact, so the constant transmission assumed in part (b) no longer holds. A real contact with about 330 donors in its depletion layer may also conduct unevenly. The transmissions of all channels, with the two spins counted separately, add to $R_K/R_T=0.065$, so each one is still small. A donor level inside the barrier could, however, make the transmission depend on energy, which part (b) excludes. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
R_K = h/e^2: 25.8128 kohm
contact edge: 50 nm; doping: 2.0e+19 cm^-3
barrier: 0.65 eV; mobility: 100 cm2/Vs
contact resistivity: 1.0e-05 ohm cm2
series resistor R: 10.0 kohm
temperature: 50 mK
Fermi energy above band edge: 25.4 meV
depletion width: 6.61 nm
junction capacitance C: 0.0392 fF
tunnel resistance R_T: 400 kohm
charging energy e^2/2C: 2.044 meV
RC time: 0.3919 ps; hbar/RC: 1.680 meV
thermal energy k_B T: 4.31 ueV
exponent alpha = 2R/R_K: 0.7748
power-law prefactor: 0.6913
V (mV) | eps | R_T G at 0 K | power law | log slope | R_T G at 50 mK
0.01 | 0.00595 | 0.01305 | 0.01305 | 0.7748 | 0.01544
0.03 | 0.01786 | 0.03056 | 0.03057 | 0.7747 | 0.03014
0.10 | 0.05954 | 0.07765 | 0.07769 | 0.7737 | 0.07753
0.30 | 0.17862 | 0.18109 | 0.18199 | 0.7649 | 0.18105
1.00 | 0.59540 | 0.43954 | 0.46257 | 0.6807 | 0.43952
G(0.1 mV)/G(0.01 mV) at 0 K: 5.951
10**alpha: 5.954
G at 0.1 mV, 0 K: 0.1941 uS
current at 0.1 mV, 0 K: 10.94 pA
exponent test at eps = 0.05: R (kohm) | alpha | measured slope
3 | 0.2324 | 0.2320
10 | 0.7748 | 0.7740
30 | 2.3244 | 2.3236
largest error of J from 1200 modes: 0.0114
(I/V)/G at eps = 0.01: 0.5634; 1/(1+alpha): 0.5634
exponent of G in T at V = 0: 0.7748
neglected effects, at 0.1 mV unless stated:
change of G by 50 mK: -0.15 %
R_T G at 300 K: 0.9743
dc drop I R/V: 0.109 %
R/R_T: 0.0250; R_K/R_T: 0.0645
spreading resistance in silicon: 277 ohm
alpha with spreading resistance: 0.7962
stray capacitance of resistor: 0.060 fF
prefactor multiplied by stray capacitance: 1.328
light mass 0.19 m_e: E00 55.7 meV, eV/E00 0.18 %
heavy mass 0.92 m_e: E00 25.3 meV, eV/E00 0.40 %
eV/Fermi energy: 0.39 %
donors in depletion layer: 330
disorder density-of-states anomaly, order: 0.41 %
```
